# Low-temperature Fermi-energy slope of half-compensated shallow donors

## The question

A uniform semiconductor contains $N_D$ shallow single donors and $N_A=N_D/2$ shallow single acceptors per unit volume. The conduction-band edge is $E_c$ and the donor level is $E_D=E_c-\varepsilon$, with $\varepsilon>0$ independent of temperature. A neutral donor holds one electron in either of two spin states of equal energy. The sample is dark, electrically neutral and in thermal equilibrium. Impurities are at first taken as independent of one another.

Write $E_F$ for the Fermi energy, $k$ for Boltzmann's constant, $n$ for the density of conduction electrons, and

$$u=\frac{E_F-E_D}{kT}.$$

The slope asked for is $d(E_F-E_c)/dT$. It is measured relative to the band edge; any thermal motion of $E_c$ itself must be added if another energy reference is used. Because $\varepsilon$ is constant, the slope of $E_F-E_D$ is the same.

**(a)** Find the density of ionised donors, and show where the spin factor enters.

**(b)** Find the slope in carrier freeze-out for general $N_A<N_D$, then for $N_A=N_D/2$.

**(c)** Justify neglecting $n$ in the slope as well as in the energy, and find the correction at finite temperature.

**(d)** Obtain the slope from the entropy and interpret its sign.

**(e)** What changes if there are no acceptors?

**(f)** Evaluate the result for high-purity silicon at 15 K, with $N_D=10^{12}\ \mathrm{cm^{-3}}$ and a rough binding energy $\varepsilon=45$ meV. Where does the freeze-out law end?

**(g)** Estimate the effects of level broadening, excited donor states, impurity charges and slow equilibration.

## Model answers

### (a) Donor occupation

A donor exchanges electrons with a reservoir at chemical potential $E_F$. A state with $N$ electrons and energy $E$ has weight $\exp[(NE_F-E)/kT]$. Taking the empty donor as the zero of energy, the weights are:

- empty: $1$;
- one electron, spin up or down: $e^u$ for each spin;
- two electrons with repulsion $U$: $e^{2u-U/kT}$.

For a shallow donor at low temperature, $U\gg kT$, and the last weight is negligible when $E_F$ lies near $E_D$. The probability that the donor is empty, hence positively charged, is therefore

$$\frac{N_D^+}{N_D}=\frac{1}{1+e^u+e^u}=\frac{1}{1+2e^u}. \tag{1}$$

The factor two multiplies the weight of the occupied, neutral donor.

The exclusion of double occupation matters. If $U$ were zero, the two spin states would fill independently, with mean electron number $2e^u/(1+e^u)$. A mean of one half would require

$$4e^u=1+e^u,\qquad e^u=\frac13,\qquad u=-\ln3.$$

With double occupation excluded, a mean of one half instead requires $2e^u/(1+2e^u)=1/2$, so $2e^u=1$ and $u=-\ln2$.

### (b) Neutrality and the freeze-out slope

Neutrality equates negative and positive charge. With $E_F$ near the donor level, the acceptor level lies far below it. Each acceptor has taken an electron, and the hole density is negligible. Thus

$$n+N_A=N_D^+=\frac{N_D}{1+2e^u}. \tag{2}$$

Multiply by the denominator and isolate the exponential:

$$2e^u(N_A+n)=N_D-N_A-n,$$

$$e^u=\frac{N_D-N_A-n}{2(N_A+n)}. \tag{3}$$

In freeze-out, $n$ is much smaller than both $N_A$ and $N_D-N_A$. Dropping it gives

$$E_F=E_D+kT\ln\frac{N_D-N_A}{2N_A}. \tag{4}$$

The densities are fixed, so the logarithm is constant and

$$\frac{d(E_F-E_c)}{dT}=k\ln\frac{N_D-N_A}{2N_A}. \tag{5}$$

For $N_A=N_D/2$, the numerator is $N_A$, and

$$\boxed{\frac{d(E_F-E_c)}{dT}\longrightarrow-k\ln2} \tag{6}$$

as $T\to0$ within the independent-donor model.

Equation (5) changes sign when $N_D-N_A=2N_A$, or $N_A/N_D=1/3$. In freeze-out the Fermi energy starts from $E_D$ at $T=0$ whenever $0<N_A<N_D$; on warming it rises at lower compensation and falls at higher compensation. Solving neutrality numerically at 10 K, with the other parameters of part (f), gives slopes divided by $k$ of $1.504$, $0.000$, $-0.693$ and $-2.079$ for $N_A/N_D=0.1$, $1/3$, $0.5$ and $0.8$. These agree with (5).

### (c) Why the conduction electrons may be neglected

A small term in an energy can have a large derivative, so $n$ must be retained until after differentiation. For a parabolic band with density-of-states mass $m$,

$$g(E)=\frac{1}{2\pi^2}\left(\frac{2m}{\hbar^2}\right)^{3/2}\sqrt{E-E_c}.$$

When $E_F$ is many $kT$ below $E_c$, the Fermi occupation becomes $e^{-(E-E_F)/kT}$. Setting $y=(E-E_c)/kT$ and using $\int_0^\infty\sqrt y\,e^{-y}dy=\sqrt\pi/2$ gives

$$n=N_c e^{(E_F-E_c)/kT},\qquad
N_c=2\left(\frac{mkT}{2\pi\hbar^2}\right)^{3/2}. \tag{7}$$

Now set $N_D=2N_A$ and $x=n/N_A$. Equation (3) becomes

$$e^u=\frac{1-x}{2(1+x)}. \tag{8}$$

Since $E_F-E_c=-\varepsilon+ukT$, equation (7) also gives

$$xN_A=N_ce^{-\varepsilon/kT}e^u.$$

Insert (8) and define $r=N_ce^{-\varepsilon/kT}/(2N_A)$:

$$x=r\frac{1-x}{1+x},\qquad
\frac{x(1+x)}{1-x}=r. \tag{9}$$

The left side of the second equation rises from zero to infinity for $0<x<1$, so there is one physical solution. The first equation shows that $x<r$. Since $r\propto T^{3/2}e^{-\varepsilon/kT}$, $x$ vanishes exponentially on cooling.

Take the logarithm of (8), using $\ln[(1+x)/(1-x)]=2\,\mathrm{artanh}\,x$:

$$E_F=E_D-kT\left[\ln2+2\,\mathrm{artanh}\,x\right]. \tag{10}$$

Its derivative is

$$\frac{dE_F}{dT}=-k\left[\ln2+2\,\mathrm{artanh}\,x
+\frac{2T}{1-x^2}\frac{dx}{dT}\right], \tag{11}$$

with $E_c$ held fixed as the zero of energy. To find $dx/dT$, differentiate the logarithm of (9):

$$\left(\frac1x+\frac1{1+x}+\frac1{1-x}\right)\frac{dx}{dT}
=\frac{d\ln r}{dT}
=\frac1T\left(\frac32+\frac{\varepsilon}{kT}\right).$$

The bracket on the left is

$$\frac1x+\frac2{1-x^2}=\frac{1+2x-x^2}{x(1-x^2)}.$$

Therefore

$$T\frac{dx}{dT}=\frac{x(1-x^2)}{1+2x-x^2}
\left(\frac32+\frac{\varepsilon}{kT}\right),$$

and (11) becomes

$$\frac{dE_F}{dT}=-k\left[\ln2+2\,\mathrm{artanh}\,x+
\frac{2x(3/2+\varepsilon/kT)}{1+2x-x^2}\right]. \tag{12}$$

For small $x$, the two added terms sum to $2x(5/2+\varepsilon/kT)$. The exponential decrease of $x$ overcomes the growth of $\varepsilon/kT$, so both terms vanish and (6) follows. At finite temperature both are positive inside the bracket: thermal release of electrons makes the Fermi energy fall faster.

### (d) The entropy argument

Consider a sample with $M$ donors and $N_e$ electrons bound to them. In freeze-out, neutrality fixes $N_e/M=(N_D-N_A)/N_D$. The electrons can be placed in $M!/[N_e!(M-N_e)!]$ ways, and their spins in $2^{N_e}$ ways. Hence

$$S=k\left[\ln\frac{M!}{N_e!(M-N_e)!}+N_e\ln2\right].$$

For large numbers, Stirling's formula gives $d\ln N!/dN\simeq\ln N$, so

$$\frac{\partial S}{\partial N_e}
=k\left[\ln\frac{M-N_e}{N_e}+\ln2\right].$$

The free energy is $F=N_eE_D-TS$, and the Fermi energy is $\partial F/\partial N_e$. At fixed $N_e$, its temperature derivative is

$$\frac{dE_F}{dT}=-\frac{\partial S}{\partial N_e}
=k\ln\frac{N_e}{2(M-N_e)}, \tag{13}$$

which is (5), because $N_e/(M-N_e)=(N_D-N_A)/N_A$.

At half filling, the number of placements is stationary: adding an electron changes the placement entropy by nothing at leading order. The electron still brings two spin choices, hence entropy $k\ln2$. This lowers the free-energy cost of adding it by $kT\ln2$, which explains the negative slope.

The argument also shows the law's lower limit. The model leaves a large entropy at $T=0$, because all placements and spin directions have equal energy. The first equality in (13) is a general thermodynamic relation and holds with interactions, though the counting formula for $S$ does not. Coulomb forces between the impurity charges split the energies of the placements but not of the spin directions. Every placement keeps its $2^{N_e}$ spin states, so $S=S_{\rm place}+N_ek\ln2$ and the slope is $-k\ln2-\partial S_{\rm place}/\partial N_e$. At half filling the second term is small when $kT$ is large compared with the Coulomb energies. It need not vanish when the two are comparable, and in equilibrium it vanishes again once the placements have frozen into their lowest arrangement. The spin term is changed only by spin-dependent energies, such as exchange between donors (negligible at the micrometre spacing of part (f)), hyperfine coupling or a magnetic field. The slope goes to zero only if all the entropy per donor, spin included, is removed at every nearby filling.

### (e) The uncompensated case

With $N_A=0$, neutrality is $n=N_D/(1+2e^u)$. At low temperature few donors are ionised, so $2e^u\gg1$ and $n\simeq N_De^{-u}/2$. Equating this to $N_ce^{-\varepsilon/kT}e^u$ gives

$$e^{2u}=\frac{N_D}{2N_c}e^{\varepsilon/kT},$$

$$E_F=E_c-\frac\varepsilon2+\frac{kT}{2}\ln\frac{N_D}{2N_c}. \tag{14}$$

The Fermi energy tends to the midpoint between the donor level and the band edge, not to $E_D$. Since $d\ln N_c/dT=3/(2T)$, its slope is

$$\frac{dE_F}{dT}=\frac k2\left[\ln\frac{N_D}{2N_c}-\frac32\right].$$

It has no finite limit: $N_c\to0$ on cooling, and the logarithm grows without bound. The growth is slow. For the parameters of part (f) the slope is $-640\ \mu$eV/K at 15 K and turns positive only below about 0.75 mK.

To see how few acceptors change this behaviour, use (3) and (7) with $n,N_A\ll N_D$:

$$n(n+N_A)\simeq n_0^2,\qquad
n_0=\sqrt{\frac{N_DN_c}{2}}\,e^{-\varepsilon/2kT}.$$

Acceptors dominate when $N_A\gg n_0$. Since $n_0$ vanishes on cooling, any fixed nonzero $N_A$ eventually brings $E_F$ to $E_D$ in this model. Taking $N_A\to0$ first and $T\to0$ second therefore gives a different answer from the reverse order.

### (f) Silicon at 15 K

Here $N_A=5\times10^{11}\ \mathrm{cm^{-3}}$, $kT=1.2926$ meV and $N_c=3.166\times10^{17}\ \mathrm{cm^{-3}}$. The last value uses a rough density-of-states mass of $1.084$ electron masses, including six valleys; the low-temperature value of about $1.06$ lowers $N_c$ by 3 percent. The limiting results are

$$E_F-E_D=-(1.2926\ \mathrm{meV})(0.6931)=-0.896\ \mathrm{meV},$$

$$\frac{d(E_F-E_c)}{dT}=-59.7\ \mu\mathrm{eV/K}
=-9.57\times10^{-24}\ \mathrm{J/K}.$$

The Fermi energy is $45.9$ meV below the band edge, about $36kT$, so Boltzmann statistics apply to the band. For the electron density, $\varepsilon/kT=34.8$ and

$$x\simeq r=\frac{(3.166\times10^{17})(7.6\times10^{-16})}
{2(5\times10^{11})}\simeq2.4\times10^{-10}.$$

Thus $n=xN_A\simeq120\ \mathrm{cm^{-3}}$, and its effect on the slope is negligible. This density is exponentially sensitive to $\varepsilon$: with $45.6$ meV, closer to phosphorus, and the mass $1.06$ it is about $74\ \mathrm{cm^{-3}}$.

Numerical solution of neutrality, with only the donor ground state included, gives the following behaviour on warming:

| $T$ (K) | $E_F-E_D$ (meV) | slope ($\mu$eV/K) | $n/N_A$ |
|---:|---:|---:|---:|
| 15 | $-0.896$ | $-59.7$ | $2.4\times10^{-10}$ |
| 25 | $-1.496$ | $-62.1$ | $5.8\times10^{-4}$ |
| 30 | $-1.914$ | $-137$ | $0.024$ |
| 40 | $-7.643$ | $-1052$ | $0.64$ |

In this ground-state model the slope is 10 percent larger in magnitude than its limit at about 26 K. For phosphorus in silicon, the excited donor states described in (g) lower that temperature to 22–23 K, which is the better estimate of where the freeze-out law ends. It depends on the donor species: about 20 K for antimony and about 31 K for arsenic. At 30 K the slope in the table has more than doubled although $n$ is only 2.4 percent of $N_A$. Equation (12) explains this: the small fraction $x$ is multiplied by $\varepsilon/kT\simeq17$. The energy itself contains no such multiplier.

Without acceptors, (14) gives $E_F-E_c=-31.1$ meV at 15 K and $-23.4$ meV at 2 K, approaching $-22.5$ meV. At 15 K, $n_0\simeq1.1\times10^7\ \mathrm{cm^{-3}}$, so even an acceptor density far below $N_D$ can control the Fermi energy.

### (g) What the independent-donor model omits

**Level broadening.** Let donor levels be displaced by $\delta$, with a fixed distribution symmetric about zero. At $u=-\ln2$, a displaced donor has ionisation probability $1/(1+e^{-\delta/kT})$. The probabilities for $\delta$ and $-\delta$ add to one:

$$\frac1{1+e^{-\delta/kT}}+\frac1{1+e^{\delta/kT}}=1.$$

Their average is one half, so $N_D^+=N_A$ still holds and (6) is unchanged. This protection belongs to half filling. For a Gaussian distribution with standard deviation $2kT$ and $N_A/N_D=0.2$, the Fermi energy moves up by $0.84kT$.

**Excited donor states.** The donor ground state in silicon is accompanied by valley-orbit states. Take rough excitation energies for phosphorus, $\Delta_1=12$ meV and $\Delta_2=13$ meV, with six and four states including spin. The factor two becomes

$$g_D=2\left(1+3e^{-\Delta_1/kT}+2e^{-\Delta_2/kT}\right),$$

and half filling requires $E_F=E_D-kT\ln g_D$. Differentiation at 15 K makes the slope 0.55 percent larger in magnitude (0.65 percent if $\Delta_1=11.7$ meV). The effect grows quickly on warming: at 25 K, solving neutrality with $g_D$ in place of two gives a slope of about $-71\ \mu$eV/K instead of $-62\ \mu$eV/K. A second electron on the donor matters far less: for a rough $U=43$ meV, its weight at half filling is about $10^{-15}$.

**Impurity charges.** A charged donor attracts compensating charge around it. In linear Debye theory, its potential is $e\,e^{-\kappa R}/(4\pi\epsilon_sR)$ at distance $R$, where $\epsilon_s$ is the permittivity. Subtracting the bare potential and letting $R\to0$ leaves $-e\kappa/(4\pi\epsilon_s)$. The charging energy is half the charge times this potential, so ionisation is favoured by

$$W=\frac{e^2\kappa}{8\pi\epsilon_s}.$$

The donor level and $E_F$ are raised by about $W$. From (1), $|dN_D^+/dE_F|=N_D/(4kT)$ at half filling, hence $\kappa^2=e^2N_D/(4\epsilon_skT)$. With relative permittivity 11.7, $1/\kappa\simeq1.8\ \mu$m and $W\simeq0.034$ meV at 15 K. Since $W\propto T^{-1/2}$,

$$\frac{dW}{dT}=-\frac{W}{2T}\simeq-1.1\ \mu\mathrm{eV/K}.$$

The slope thus becomes larger in magnitude by roughly one or two percent; the linear theory gives no more than the size of this small correction. It requires $2W/kT\ll1$; here the ratio is $0.052$. The ratio varies as $N_D^{1/2}T^{-3/2}$, so it reaches one near 2 K at this doping. That marks the scale at which the estimate fails, not a sharp transition.

**Equilibration.** Let $C$ be the capture coefficient, roughly $10^{-6}\ \mathrm{cm^3/s}$ for this estimate. A free electron is captured in about $1/(CN_A)=2\ \mu$s. At half filling, neutral and ionised donors are equally numerous, so detailed balance gives an emission rate $Cn$ per neutral donor. The emission time is $1/(Cn)\simeq8\times10^3$ s, over two hours. Free electrons therefore come quickly into balance with the donors, but charge moves between donors slowly if thermal emission is its route. The Debye estimate assumes that this rearrangement has finished.

**The real material.** A donor density of $10^{12}\ \mathrm{cm^{-3}}$ is far below that of ordinary doped wafers and belongs to very pure silicon; the half compensation is chosen for the question. At $10^{16}\ \mathrm{cm^{-3}}$ and 15 K, the ratio $2W/kT$ would be about 5. The assumption of independent donors would then fail, and the small Debye correction could not be used. Even in the pure sample, 120 electrons per cubic centimetre are easily outnumbered by carriers created by stray light, so the equilibrium result requires a dark sample. The numerical output gives the remaining inputs and intermediate values.

## Computed results

```
Donor density: 1.00e+12 cm^-3
Acceptor density: 5.00e+11 cm^-3
Donor binding energy, rough: 45.0 meV
Acceptor binding energy, rough: 45.0 meV
Band gap, rough: 1.17 eV
Longitudinal, transverse mass: 0.98, 0.19 m_e
Density-of-states mass, 6 valleys: 1.084 m_e
Relative permittivity: 11.7
Example temperature: 15.0 K
Thermal energy kT: 1.2926 meV
Conduction-band density N_c: 3.166e+17 cm^-3
ln 2: 0.693147
Limiting slope -k ln 2: -59.731 microeV/K
Limiting slope in SI: -9.5699e-24 J/K
Numerical slope: -59.731 microeV/K
E_F - E_D: -0.8960 meV
E_F - E_c: -45.8960 meV
Free-electron density: 1.203e+02 cm^-3
n/N_A: 2.406e-10
T (K) | E_F-E_D (meV) | slope (microeV/K) | n/N_A
 10 | -0.5973 | -59.731 | 3.609e-18
 15 | -0.8960 | -59.731 | 2.406e-10
 20 | -1.1946 | -59.742 | 2.231e-06
 25 | -1.4958 | -62.054 | 5.771e-04
 30 | -1.9137 | -137.111 | 2.355e-02
 35 | -3.5207 | -567.277 | 2.327e-01
 40 | -7.6433 | -1051.791 | 6.423e-01
Slope 10 percent beyond limit at: 26.15 K
Compensation ratio | slope/k at 10 K
0.1000 | 1.50408
0.3333 | 0.00000
0.5000 | -0.69315
0.8000 | -2.07944
Slope/k from entropy count: -0.693147
Repulsion used for second electron: 43.0 meV
(E_F-E_D)/kT with that repulsion: -0.693147
(E_F-E_D)/kT with zero repulsion: -1.098612
No acceptors, E_F-E_c at 15 K: -31.134 meV
No acceptors, E_F-E_c at 2 K: -23.391 meV
Broadened levels, ratio 0.5, (E_F-E_D)/kT: -0.693147
Broadening shift at ratio 0.2: 0.8422 kT
Valley-orbit energies: 12.0, 13.0 meV
Valley-orbit change of slope size: 0.55 percent
Debye screening length: 1828.4 nm
Debye energy estimate: 0.0337 meV
Debye coupling e^2 kappa/(4 pi eps kT): 0.0521
Debye change of slope size: 1.88 percent
Capture coefficient, rough: 1.0e-06 cm^3/s
Free-electron capture time: 2.00e-06 s
Donor emission time: 8.31e+03 s
```
